\section*{Mean Etch Rate Through a Fluorocarbon Film of Fluctuating Thickness}

\section{The decision: which thickness goes into the rate?}

Suppose that silicon loss during an oxide overetch is to be calculated from the thickness of the fluorocarbon film on the silicon. A measurement whose signal is linear in thickness, averaged over a large spot, supplies one number, the mean thickness. (A photoelectron signal that the film attenuates exponentially gives a smaller apparent thickness, which must first be corrected to the mean.) One must decide whether to put that number straight into the attenuation law or to correct for the spread of thickness about it.

The correction is a factor
\begin{equation}
F=\exp\!\left(\frac{s^2}{2L^2}\right),
\label{factor}
\end{equation}
where $s$ is the standard deviation of the thickness and $L$ is the attenuation length of the etch rate. For an exponential law, the comparison that matters is therefore between $s$ and $L$, not between $s$ and the mean thickness. A film that is uniform to a small fraction of its own thickness may still need the correction if $L$ is short.

The decision also depends on where the attenuation law came from. If it describes the local rate under a uniform film, the factor must be applied. If it was fitted to area-averaged rates on films with the same $s$, the factor is already inside the fitted prefactor, as shown in Section~\ref{calibration}, and must not be applied again.

\section{Model and conventions}

Let $x$ be the local film thickness, measured along the surface normal. The local etch rate is
\begin{equation}
R(x)=R_0e^{-x/L},\qquad L>0,
\label{local}
\end{equation}
with the same $R_0$ and $L$ everywhere. The prefactor $R_0$ is the extrapolation of the law to zero thickness; it need not be the measured rate of a bare surface.

The thickness has mean $m$, standard deviation $s$ and the Gaussian density
\begin{equation}
p(x)=\frac{1}{s\sqrt{2\pi}}\exp\!\left[-\frac{(x-m)^2}{2s^2}\right].
\end{equation}
Angle brackets denote the average with this density. They may stand for an average over area or over time, provided that the local rate follows the local thickness without lag. The rate at the mean thickness is $R(m)=R_0e^{-m/L}$, and the mean rate is $\langle R\rangle$.

A Gaussian gives some weight to negative thickness. For the moment the integral runs over the whole real line; the condition under which this is harmless is derived in Section~\ref{narrow}.

\section{Derivation}

Write $x=m+u$, so that $u$ is the departure from the mean thickness and $dx=du$. The factor $e^{-m/L}$ does not depend on $u$ and comes out of the integral:
\begin{align}
\langle R\rangle
&=\int_{-\infty}^{\infty}R_0e^{-x/L}p(x)\,dx\nonumber\\
&=R(m)\int_{-\infty}^{\infty}\frac{du}{s\sqrt{2\pi}}
\exp\!\left(-\frac{u}{L}-\frac{u^2}{2s^2}\right).
\label{integral}
\end{align}
To complete the square in the exponent, take out the common factor $-1/(2s^2)$, then add and subtract $s^4/L^2$:
\begin{align}
-\frac{u}{L}-\frac{u^2}{2s^2}
&=-\frac{1}{2s^2}\left(u^2+\frac{2s^2}{L}u\right)\nonumber\\
&=-\frac{1}{2s^2}\left[\left(u+\frac{s^2}{L}\right)^2-\frac{s^4}{L^2}\right]\nonumber\\
&=-\frac{(u+s^2/L)^2}{2s^2}+\frac{s^2}{2L^2}.
\label{square}
\end{align}
The last term is positive because two minus signs multiply. It is constant and leaves the integral. What remains is a normalized Gaussian centred at $u=-s^2/L$, whose integral is one. Hence
\begin{equation}
\boxed{\;\langle R\rangle=R(m)\exp\!\left(\frac{s^2}{2L^2}\right).\;}
\label{result}
\end{equation}

The physical reason is the curvature of the exponential. A spot thinner than the mean by $u$ gains more rate than a spot thicker by $u$ loses. Averaging the pair gives
\begin{equation}
\tfrac12\left(e^{u/L}+e^{-u/L}\right)=\cosh(u/L)\ge1 .
\end{equation}

\section{Where the etching takes place}

Equation~\eqref{square} contains more than the mean rate. The product $R(x)p(x)$, divided by its integral, tells how the etched material is shared among the thicknesses. It is a Gaussian of the same width $s$, moved to
\begin{equation}
x_R=m-\frac{s^2}{L}.
\label{shift}
\end{equation}
This is the rate-weighted mean thickness.

A different question is which uniform film would give the same mean rate. Setting $R_0e^{-x_{\rm eq}/L}=R_0e^{-m/L+s^2/(2L^2)}$ and taking logarithms gives
\begin{equation}
x_{\rm eq}=m-\frac{s^2}{2L}.
\label{equivalent}
\end{equation}
The equivalent thickness lies halfway between $m$ and $x_R$.

\section{What ``narrow'' has to mean}
\label{narrow}

A real film has $x\ge0$. Cut the Gaussian off at zero and normalize it again. With $\Phi$ the standard normal distribution function, the weight kept is $\Phi(m/s)$. In the numerator, the shifted Gaussian is integrated from zero upwards, which gives $\Phi(x_R/s)$. Therefore
\begin{equation}
\langle R\rangle_{x\ge0}=R(m)\,e^{s^2/(2L^2)}\,
\frac{\Phi(m/s-s/L)}{\Phi(m/s)} .
\label{cut}
\end{equation}
The effect of the cut is negligible when
\begin{equation}
\frac{m}{s}\gg1\qquad\text{and}\qquad\frac{m}{s}-\frac{s}{L}\gg1 .
\label{conditions}
\end{equation}
The second condition is the stricter one: the shifted Gaussian, too, must stay clear of zero. Neither condition requires $s\ll L$.

A broad film shows the failure. Take $L=1$ nm and a parent Gaussian with $m=3$ nm and $s=1.5$ nm. Then $m/s-s/L=2-1.5=0.5$, which is not large. After the cut, the film has a true mean of 3.083 nm and a true standard deviation of 1.412 nm. Its mean rate is 2.368 times the rate at its true mean thickness. Equation~\eqref{factor}, used with the true standard deviation, predicts 2.711, which is too high by 14\% of the true value. The formula assumes a full Gaussian, whose tail at negative thickness would carry very high rates; the real film has no such tail.

\section{Small fluctuations and other distributions}

If $s\ll L$, the factor expands to
\begin{equation}
F=1+\frac{s^2}{2L^2}+O\!\left(\frac{s^4}{L^4}\right).
\label{small}
\end{equation}
The leading correction needs only the variance. To see what the shape of the distribution adds, let $\langle u\rangle=0$, $\langle u^2\rangle=s^2$ and $\langle u^3\rangle=k_3$, and assume that the higher moments are small enough for the series to be useful. Then
\begin{equation}
\left\langle e^{-u/L}\right\rangle
=1+\frac{s^2}{2L^2}-\frac{k_3}{6L^3}+\cdots .
\end{equation}
Since $\ln(1+y)=y-y^2/2+\cdots$ and $y^2$ begins at order $L^{-4}$, the logarithm has the same terms through order $L^{-3}$:
\begin{equation}
\ln\frac{\langle R\rangle}{R(m)}
=\frac{s^2}{2L^2}-\frac{k_3}{6L^3}+\cdots .
\label{skew}
\end{equation}
When the higher terms are negligible, a positive $k_3$, as from a tail towards thick film, lowers the enhancement at given $s$; a negative $k_3$ raises it. For a Gaussian $k_3=0$, and the derivation above shows that the first term is then the whole logarithm.

The sign of the effect is more general than its size. The exponential lies above its tangent, $e^{-u/L}\ge1-u/L$. Averaging with $\langle u\rangle=0$ gives $\langle R\rangle\ge R(m)$ for any thickness distribution with a finite mean rate, as long as $R_0$ and $L$ are uniform.

\section{The spread of local rates}

The local rate decreases steadily with thickness, so the median thickness maps to the median rate. For a Gaussian the median thickness is $m$, and the median rate is $R(m)$. The mean lies above it because a minority of thin spots etches fast. A spot is faster than the mean when $x<x_{\rm eq}$, which occurs over the area fraction
\begin{equation}
P(R>\langle R\rangle)=\Phi\!\left(\frac{x_{\rm eq}-m}{s}\right)
=\Phi\!\left(-\frac{s}{2L}\right).
\label{fraction}
\end{equation}

The variance follows from the same integral. Squaring the rate replaces $1/L$ by $2/L$, so
\begin{equation}
\langle R^2\rangle=R(m)^2e^{2s^2/L^2},\qquad
\frac{\langle R^2\rangle}{\langle R\rangle^2}
=\frac{e^{2s^2/L^2}}{e^{s^2/L^2}}=e^{s^2/L^2}.
\end{equation}
The relative standard deviation of the local rate is thus
\begin{equation}
\frac{\sigma_R}{\langle R\rangle}=\sqrt{e^{s^2/L^2}-1}.
\label{spread}
\end{equation}

If the thickness pattern is frozen for an etch time $T$, the loss has mean $\langle R\rangle T$ and rms roughness $\sigma_RT$. Suppose instead that the pattern is replaced by an independent one $N$ times, each lasting $T/N$. The variances add to $N(\sigma_RT/N)^2$, and the roughness becomes $\sigma_RT/\sqrt N$. The mean loss is unchanged. Within the local law~\eqref{local}, the enhancement of the mean therefore does not reveal whether the pattern was frozen.

\section{Worked example: silicon loss in an oxide overetch}

Consider silicon under a steady fluorocarbon film while silicon dioxide is being etched. The chosen parameters are $m=3$ nm, $L=1$ nm, $s=0.5$ nm and $R_0=400$ nm/min. The oxide rate is held at 300 nm/min, and the overetch lasts 30 s.

The conditions~\eqref{conditions} are met, with $m/s=6$ and $m/s-s/L=5.5$. The rate at the mean thickness is
\begin{equation}
R(m)=400\,e^{-3}=19.91\ \text{nm/min}.
\end{equation}
The exponent of the correction is $0.5^2/(2\times1^2)=0.125$, so
\begin{equation}
F=e^{0.125}=1.133,\qquad
\langle R\rangle=19.91\times1.133=22.6\ \text{nm/min}.
\end{equation}
Direct integration of the definition also gives 1.133. A synthetic random film, with its local rates averaged point by point, gives 1.131; this is a finite sample. The first-order form~\eqref{small} gives 1.125.

The rate-weighted thickness is $3-0.25=2.75$ nm, and the equivalent uniform thickness is $3-0.125=2.875$ nm. A shift of only 0.125 nm in effective thickness accounts for the 13\% rise in rate.

Selectivity here means oxide rate divided by mean silicon rate:
\begin{equation}
\frac{300}{19.91}=15.1\quad\longrightarrow\quad
\frac{300}{22.57}=13.3 .
\end{equation}
The mean thickness alone would overstate the selectivity by the factor $F$. The order of averaging matters. Averaging the local selectivity $300/R(x)$ would involve $\langle e^{+x/L}\rangle=e^{m/L+s^2/(2L^2)}$ and would raise the result by $F$ instead. The mean material loss is set by the mean rate, so the ratio of mean rates is the one to use for it.

In 30 s the mean silicon loss is 11.3 nm, against 10.0 nm from the mean thickness. Equation~\eqref{fraction} gives $\Phi(-0.25)=0.40$: 40\% of the area etches faster than the mean. For a frozen pattern, Eq.~\eqref{spread} gives a roughness of $11.28\sqrt{e^{0.25}-1}=6.0$ nm. This is more than half the mean loss. For these numbers the fluctuations matter more for the depth of the worst spots than for the average.

\section{Calibrated rates and input errors}
\label{calibration}

Take the logarithm of Eq.~\eqref{result}:
\begin{equation}
\ln\langle R\rangle=\left(\ln R_0+\frac{s^2}{2L^2}\right)-\frac{m}{L}.
\end{equation}
If $m$ is varied with $s$ and $L$ held fixed, the slope is still $-1/L$. The fluctuations appear in the intercept alone. A straight line on such a plot gives the correct $L$ but the prefactor $R_0F$. To separate $R_0$ from $F$, one also needs an independent value of $s$. If $s$ changes with $m$, the slope generally changes as well. A straight plot does not prove that $s$ is constant: if $s^2=cm$ with a constant $c$, the plot is still straight, but its slope is $-1/L+c/(2L^2)$.

Input errors can outweigh the correction. With $L$ fixed, a 20\% larger $s$ raises $F$ from 1.133 to 1.197. With $R_0$ and $m$ fixed, a 10\% larger $L$ raises $R(m)$ by 31\%, which is more than twice the fluctuation correction. When $R_0$ and $L$ are known separately, an absolute rate therefore needs a good value of $L$ before the factor $F$ is worth including. If both come from one fit to measured rates, their errors largely cancel near the middle of the fitted thickness range, but the error of the predicted rate grows on extrapolation.

\section{Effects left out, sized for the example}

\paragraph{Thin film.} The cut at zero thickness lowers the mean rate by about 2 parts in $10^8$. If the rate stopped rising below 1 nm, the mean would fall by 0.003\%. Both are small because the rate-weighted Gaussian, centred at 2.75 nm with a standard deviation of 0.5 nm, has little weight below 1 nm.

\paragraph{Skewed thickness.} For $k_3/s^3=0.5$, Eq.~\eqref{skew} changes the logarithm by $-0.5\times0.125/6=-0.010$. Integration over a shifted gamma distribution with this skewness gives a change of $-0.95\%$ in $F$.

\paragraph{Correlated ion flux.} Let the flux be higher where the film is thinner, so that $R_0$ is multiplied by $1-bu/s$, with $b$ the relative flux spread. The rate-weighted mean of $u$ is $-s^2/L$, so the mean rate gains the factor $1+bs/L$. For $b=0.05$ this is $+2.5\%$. The opposite correlation reverses the sign.

\paragraph{Two ion groups.} Let two groups have equal prefactors and attenuation lengths $L_i$ of 0.9 and 1.1 nm. Then $\langle R\rangle/R(m)$ is the average of $e^{s^2/(2L_i^2)}$ with weights proportional to $e^{-m/L_i}$. The weights favour the longer $L_i$, which has the smaller enhancement. The net change in $F$ is $-0.34\%$. The split also raises $R(m)$ by 1.5\% relative to a single length of 1 nm, so the mean rate itself rises by 1.2\%.

\paragraph{Lateral ion spread.} Let the thickness correlation be $e^{-r^2/(2\xi^2)}$ with $\xi=100$ nm, and let each ion respond to the thickness averaged over a Gaussian spot of standard deviation $w$ per axis. Two points drawn from the spot differ by a Gaussian distance of variance $2w^2$ per axis. Averaging the correlation over that distance multiplies $s^2$ by $1/(1+2w^2/\xi^2)$. For $w=1$ nm, $F$ falls by 0.0025\%. For $w=\xi$, $s^2$ would fall to one third and $F$ from 1.133 to 1.043, so most of the enhancement would be lost.

\paragraph{Slanted paths.} A frozen pattern tilts the silicon surface. With loss $D=RT$, the slope is $\nabla D=-(D/L)\nabla x$. A vertical ion crosses a film of normal thickness $x$ along a path $x\sqrt{1+|\nabla D|^2}\approx x(1+|\nabla D|^2/2)$, so the local rate changes by the fraction $-x|\nabla D|^2/(2L)$. In a Gaussian random film with the above correlation, $x$ and $\nabla x$ at one point are independent, and $\langle|\nabla x|^2\rangle=2s^2/\xi^2$. The average then contains $\langle xR^3\rangle$. Replacing $1/L$ by $3/L$ in the derivation gives $\langle xR^3\rangle=(m-3s^2/L)R(m)^3e^{9s^2/(2L^2)}$. Dividing by $\langle R\rangle$,
\begin{equation}
\frac{\delta\langle R\rangle}{\langle R\rangle}\approx
-\frac{m-3s^2/L}{L}\,\frac{D(m)^2s^2}{L^2\xi^2}\,e^{4s^2/L^2}.
\end{equation}
With $D(m)=9.96$ nm this is $-1.5\%$ at the end of the overetch; the random film gives $-1.4\%$. The estimate keeps the thickness pattern fixed while the surface tilts. The slope grows in proportion to time and the correction as time squared, so the accumulated mean loss falls by only about one third of this, 0.5\%. A pattern that renews itself gives smaller slopes and a smaller correction. The term assumes that the attenuation acts along the vertical ion path; a law that depends on the normal thickness alone has no such term.

\section{Relation to a real etch}

The example is placed in the regime of selective oxide etching in a high-density fluorocarbon plasma, where a film a few nanometres thick can protect the silicon. The input values, including $s$ and $\xi$, are round numbers chosen for illustration and should be replaced by measured ones. The exponential form is itself an assumption and should be checked against measured rates. For a general smooth law and small $s$, $F\approx1+s^2R''(m)/[2R(m)]$, so the curvature of the law sets the correction, not its slope. If $R\propto1/x$, then $F\approx1+s^2/m^2$, about 1.03 here, and $s$ is to be compared with $m$. A law $R\propto x^{-3}$, with the same logarithmic slope at 3 nm as the example, gives about 1.2 instead of 1.13. A real film is maintained by deposition and removal, so flux and thickness need not be independent; a 5\% flux spread that varies linearly with thickness moves the mean rate by 2.5\% in this example. A real pattern may also renew itself during the etch. This lowers the 6.0 nm roughness, by the factor $\sqrt N$ if there are $N$ independent patterns of equal duration, but, apart from the small slanted-path term, leaves the mean loss alone. For gradual renewal, the reduction depends on how the thickness is correlated in time. The model does not cover the transient in which the film first builds up on newly exposed silicon. The loss in that period must be added separately. The numerical output that follows lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Mean film thickness m = 3.00 nm
Attenuation length L = 1.00 nm
Thickness standard deviation s = 0.50 nm
Extrapolated bare rate R0 = 400 nm/min
Oxide etch rate = 300 nm/min
Overetch time = 30 s
Lateral correlation length = 100 nm
m/s = 6.00; m/s - s/L = 5.50
Exponent s^2/(2L^2) = 0.1250
Enhancement, law = 1.1331
Enhancement, quadrature = 1.1331
Enhancement, random film = 1.1312
Enhancement, first order in s^2 = 1.1250
Rate at mean thickness = 19.91 nm/min
Mean rate = 22.57 nm/min
Rate-weighted mean thickness = 2.750 nm
Equivalent uniform thickness = 2.875 nm
Slope of ln(mean rate) against m = -1.0000 per nm
Area fraction faster than mean = 0.401
Selectivity from mean thickness = 15.06
Selectivity from mean rate = 13.29
Silicon loss from mean thickness = 9.96 nm
Mean silicon loss = 11.28 nm
Rms roughness, frozen pattern = 6.01 nm
Rms slope, frozen pattern = 0.0904
Broad film: parent s = 1.50 nm, same parent m
Broad film: true mean = 3.083 nm, true std = 1.412 nm
Broad film: true enhancement = 2.368
Broad film: law with true std = 2.711
Neglected effects, change of mean rate or enhancement:
Cut-off at zero thickness: -1.8e-06 %
No attenuation change below 1.0 nm: -0.0026 %
Skewness 0.5: -0.95 %
Two ion groups, L +/- 10 %: -0.34 %
Flux spread 5 %, anticorrelated: 2.50 %
Ion lateral spread 1.0 nm: -0.0025 %
Slanted path at end, formula: -1.52 %
Slanted path at end, random film: -1.42 %
Enhancement if s is 20 % larger = 1.1972
Rate at m if L is 10 % larger: 31.4 % change
\end{verbatim}
